# Van Vleck's Susceptibility Formula with Its Curie and Temperature-Independent Limits

**Q.** A magnetic field shifts each energy level of an atom by some amount linear in the field and some amount quadratic in it. You want the magnetic susceptibility of a warm gas from those two sets of numbers. Before I accept that they suffice, which Hamiltonian are you expanding?

**A.** That of one atom with a fixed nucleus at the origin, in a uniform field \(B\) along \(z\). I use atomic units, so the electron has charge \(-1\) and the Bohr magneton is \(\mu_B=1/2\). With \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), each kinetic energy becomes

\[
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 ,
\]

because \(\nabla\cdot\mathbf A=0\) lets \(\mathbf p\) and \(\mathbf A\) commute in the scalar product. The two new terms are

\[
\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12Bl_z,\qquad
\tfrac12A^2=\tfrac18B^2(x^2+y^2).
\]

The spin adds \(g_s\mu_BBs_z=Bs_z\), with \(g_s=2\). Summed over electrons,

\[
H(B)=H_0+BW+B^2Q,\qquad W=\tfrac12(L_z+2S_z),\qquad Q=\tfrac18\sum_i(x_i^2+y_i^2).
\]

\(H_0\) contains the spin–orbit coupling. I neglect the small change that the field makes in the spin–orbit operator itself.

**Q.** Atomic levels are degenerate. What do "first-order" and "second-order" coefficients mean then?

**A.** Take a level of energy \(E_g\) with projector \(P\). Split an eigenstate of \(H(B)\) into a part \(\varphi\) inside the level and amplitudes \(c_m\) on states \(m\) outside it. The outside part of the Schrödinger equation gives

\[
c_m=\frac{B\langle m|W|\varphi\rangle}{E_g-E_m}+O(B^2).
\]

Inserting this into the inside part gives

\[
\big[E_g+B\,PWP+B^2K+O(B^3)\big]\varphi=E\varphi,
\qquad
K=PQP+\sum_{m\notin g}\frac{PW|m\rangle\langle m|WP}{E_g-E_m}.
\]

Choose states \(n\) that diagonalize \(PWP\). Then \(E_n(B)=E_n^0+BE_n^1+B^2E_n^2+\dots\), with

\[
E_n^1=W_{nn},\qquad
E_n^2=Q_{nn}+\sum_{m\notin g}\frac{|W_{mn}|^2}{E_n^0-E_m^0}.
\]

Elements of \(K\) between states with different \(E^1\) are of size \(B^2\) against a splitting of size \(B\), so they shift energies by order \(B^4/B=B^3\).

**Q.** And if two states have the same \(E^1\)? Then \(K\) must be diagonalized between them, and your diagonal elements are not the energies.

**A.** Correct for the individual energies. But those states have equal \(E^0\) and equal \(E^1\), so they will enter the thermal sum with equal weights. What is needed is the sum of their \(E^2\), which is a trace of \(K\) and does not depend on the basis chosen among them.

**Q.** Now the thermal part. Do you average the moments with the zero-field Boltzmann factors?

**A.** No, the populations must respond to the field. The moment of state \(n\) is \(-dE_n/dB\), and for an atom in equilibrium at temperature \(T\), with \(\beta=1/kT\),

\[
M=\frac{\sum_n(-dE_n/dB)\,e^{-\beta E_n(B)}}{\sum_ne^{-\beta E_n(B)}}=-\frac{\partial F}{\partial B},
\qquad F=-kT\ln\sum_ne^{-\beta E_n(B)} .
\]

The isothermal zero-field susceptibility per atom is \(\chi=\partial M/\partial B=-\partial^2F/\partial B^2\) at \(B=0\). Let \(p_n=e^{-\beta E_n^0}/Z_0\) be the zero-field populations and let \(\langle\cdot\rangle\) denote the average over them. Expanding each exponential to order \(B^2\),

\[
\frac{Z(B)}{Z_0}=1-\beta B\langle E^1\rangle+B^2\Big[\tfrac12\beta^2\langle(E^1)^2\rangle-\beta\langle E^2\rangle\Big]+\dots
\]

With \(\ln(1+u)=u-u^2/2+\dots\), the \(B^2\) term of \(F\) is

\[
F_2=-\tfrac12\beta\langle(E^1)^2\rangle+\langle E^2\rangle+\tfrac12\beta\langle E^1\rangle^2 .
\]

Since \(\chi=-2F_2\),

\[
\chi=\sum_np_n\big[\beta(E_n^1)^2-2E_n^2\big]-\beta\Big(\sum_np_nE_n^1\Big)^2 .
\]

**Q.** The formula I know as Van Vleck's has no last term.

**A.** The last term contains the mean moment at zero field, \(-\langle E^1\rangle\). Time reversal leaves \(H_0\) unchanged and reverses \(\mathbf L\) and \(\mathbf S\), hence \(W\). It maps each level onto itself, so the trace of \(W\) over a level equals minus itself and is zero. All states of a level share one \(p_n\), so \(\langle E^1\rangle=0\) and

\[
\boxed{\;\chi=\frac{\sum_n\big[(E_n^1)^2/kT-2E_n^2\big]e^{-E_n^0/kT}}{\sum_ne^{-E_n^0/kT}}\;}
\]

The first term comes from the redistribution of atoms among the states. If the populations were frozen at their zero-field values, the moment would be \(-\sum_np_n(E_n^1+2BE_n^2)\), and only the \(-2E_n^2\) part of \(\chi\) would survive.

**Q.** The second-order part has energy denominators. Two nearly degenerate levels should make it explode.

**A.** Each \(E_n^2\) does become large, but with opposite signs for the two partners. The part of \(\chi\) from couplings between levels is

\[
-2\sum_np_n\sum_{m\notin g(n)}\frac{|W_{mn}|^2}{E_n^0-E_m^0}
=2\sum_{n,m}{}^{'}\frac{p_n|W_{mn}|^2}{E_m^0-E_n^0}
=\sum_{n,m}{}^{'}|W_{mn}|^2\,\frac{p_n-p_m}{E_m^0-E_n^0}.
\]

The prime restricts the sum to pairs from different levels. The last form is the average of the middle one and its copy with \(n\) and \(m\) exchanged. Because \(p_m=p_ne^{-\beta(E_m^0-E_n^0)}\), the quotient tends to \(\beta p_n\) when the energies meet. That is the weight of the first-order term, so the whole paramagnetic part is

\[
\chi_{\rm para}=\sum_{n,m}|W_{mn}|^2\,\frac{p_n-p_m}{E_m^0-E_n^0},
\]

now over all pairs, with \(\beta p_n\) understood at equal energies. No term is negative, since the lower state has the larger population.

**Q.** Then the division into "first-order" and "second-order" magnetism looks arbitrary. Where does Curie's law come from?

**A.** From a comparison of spacings with \(kT\). Suppose \(d\) low states lie within an energy range much smaller than \(kT\), and all others lie above them by much more than \(kT\). Then \(p_l\simeq1/d\) for the low states and \(p_h\simeq0\) for the high ones. Low–low pairs have weight \(\beta/d\). Each low–high pair occurs twice in the double sum, with weight \(1/[d(E_h-E_l)]\) each time. To leading order,

\[
\chi_{\rm para}\simeq\frac{1}{kT}\,\frac1d\sum_{l,l'}|W_{ll'}|^2+\frac2d\sum_{l,h}\frac{|W_{hl}|^2}{E_h-E_l}.
\]

The first term is Curie's law, and the second is temperature-independent paramagnetism. If the low states are spread over a range \(\delta\), the first term has a relative error of order \(\delta/kT\) or smaller. With matrix elements of similar size, \(\delta/(kT)^2\ll1/(E_h-E_l)\) is therefore enough to make the second term the main correction to Curie's law. A single degenerate low level, with \(\delta=0\), is the simplest case. If the low states are one level \(J\) with \(E^1=g_J\mu_BM\), then \(\sum_MM^2=J(J+1)(2J+1)/3\) gives the Curie term \(g_J^2\mu_B^2J(J+1)/(3kT)\).

**Q.** Your Curie term includes off-diagonal elements. Could atoms whose separate levels have no moment obey Curie's law?

**A.** Yes. Take two states a distance \(\Delta\) apart, with zero diagonal elements of \(W\) and \(|W_{12}|=w\). The pair sum has two equal terms, and \(p_1-p_2=\tanh(\beta\Delta/2)\), so

\[
\chi=\frac{2w^2}{\Delta}\tanh\frac{\Delta}{2kT}\;\longrightarrow\;
\begin{cases}2w^2/\Delta,&kT\ll\Delta,\\ w^2/kT,&kT\gg\Delta.\end{cases}
\]

The same matrix element gives a constant in one regime and Curie's law in the other.

**Q.** How weak must the field be? For a close pair the expansion of the energies fails very early.

**A.** The expansion of the energies does, but the linear response need not. In this two-state model the energies are \(\pm R\) with \(R=\sqrt{\Delta^2/4+w^2B^2}\), so \(F=-kT\ln(2\cosh\beta R)\) and

\[
M=w^2B\,\frac{\tanh(\beta R)}{R}.
\]

The moment is linear as long as \(\tanh(\beta R)/R\) keeps its zero-field value. This holds if \(wB\ll\Delta\), when \(R\) hardly changes, or if \(R\ll kT\), when the quotient is \(\beta\) whatever \(R\) is.

**Q.** You have not used \(Q\) yet.

**A.** It gives the diamagnetism, \(\chi_{\rm dia}=-2\langle Q\rangle\). The average over all states of a \(J\) level is rotationally invariant, so \(x^2+y^2\) may be replaced by \(\tfrac23r^2\):

\[
\chi_{\rm dia}=-2\cdot\tfrac18\cdot\tfrac23\sum_i\langle r_i^2\rangle=-\tfrac16\sum_i\langle r_i^2\rangle .
\]

It is independent of temperature as long as the populated levels share the same \(\sum_i\langle r_i^2\rangle\).

**Q.** Show me one atom that passes through all these regimes.

**A.** Take a model p² atom in its \(^3P\) term, \(L=S=1\), with \(H_0=\lambda\,\mathbf L\cdot\mathbf S\). I assume pure LS coupling and no thermal population of other terms. The operator \(L_z+2S_z\) does not connect different LS terms, so the nine states of \(^3P\) are enough. To work in eV it helps to use \(b=\mu_BB=B/2\) as the field variable. Then \(L_z+2S_z\) replaces \(W\), and

\[
X=-\frac{\partial^2F}{\partial b^2}=4\chi
\]

has the unit 1/eV. From here on \(E^1\) and \(E^2\) are coefficients of \(b\) and \(b^2\).

The zero-field energies are \(\tfrac12\lambda[J(J+1)-4]\), that is \(-2\lambda,-\lambda,+\lambda\) for \(J=0,1,2\). For the first-order terms write \(L_z+2S_z=J_z+S_z\). Inside a level, the projection theorem for the vector \(\mathbf S\) gives

\[
S_z\to J_z\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)}=\tfrac12J_z,
\]

since \(\mathbf S\cdot\mathbf J=\tfrac12(J^2+S^2-L^2)\) and \(L=S\). Hence \(E^1=\tfrac32M\). The sum of \((E^1)^2\) is \(\tfrac94\cdot2=\tfrac92\) for \(J=1\) and \(\tfrac94\cdot10=\tfrac{45}2\) for \(J=2\).

**Q.** The second-order terms need matrix elements between the levels. Do you need the coupled states explicitly?

**A.** No, traces suffice. \(J_z\) does not connect different levels, so only \(S_z\) matters. As a vector component it changes \(J\) by at most one, so \(J=0\) and \(J=2\) are not coupled. Let \(a_{01}\) and \(a_{12}\) be the sums of \(|\langle S_z\rangle|^2\) over all pairs of states from the two levels.

In the isotropic \(J=0\) state \(\langle S_z^2\rangle=S(S+1)/3=\tfrac23\), while \(\langle S_z\rangle=0\). All of this strength leads to \(J=1\), so \(a_{01}=\tfrac23\).

Over the nine states \(\operatorname{Tr}S_z^2=3(1+0+1)=6\). The parts inside \(J=1\) and \(J=2\) are \(\tfrac14\cdot2=\tfrac12\) and \(\tfrac14\cdot10=\tfrac52\). Therefore

\[
6=\tfrac12+\tfrac52+2a_{01}+2a_{12}\quad\Rightarrow\quad a_{12}=\tfrac56 .
\]

The gaps are \(\lambda\) and \(2\lambda\), so the paramagnetic \(E^2\), summed over each level, are

\[
J=0:\;-\frac{2}{3\lambda},\qquad
J=1:\;\frac{2}{3\lambda}-\frac{5}{12\lambda}=\frac1{4\lambda},\qquad
J=2:\;\frac{5}{12\lambda}.
\]

With \(x=\lambda/kT\), Van Vleck's formula becomes

\[
\lambda X_{\rm para}=\frac{\tfrac43e^{2x}+\big(\tfrac92x-\tfrac12\big)e^{x}+\big(\tfrac{45}2x-\tfrac56\big)e^{-x}}{e^{2x}+3e^{x}+5e^{-x}} .
\]

**Q.** Put numbers in, and say what they mean for a gas.

**A.** Choose \(\lambda=0.02\) eV and \(kT=0.025\) eV, so \(x=0.8\). The three terms of the denominator give level populations 0.3569, 0.4812 and 0.1619. Per state, the mean \((E^1)^2\) is 0, 1.5 and 4.5, and the mean paramagnetic \(E^2\) is \(-33.33\), \(4.167\) and \(4.167\) eV⁻¹. Then, in eV⁻¹,

\[
X_{\rm first}=\frac{0.4812\times1.5+0.1619\times4.5}{0.025}\simeq58.01,
\]

\[
X_{\rm second}=-2\,[\,0.35694\times(-33.333)+(0.48115+0.16191)\times4.1667\,]\simeq18.44 .
\]

For the diamagnetic part I assume illustrative values, not those of a real atom: \(\langle r^2\rangle=1\) Å² for each p electron and 0.5 Å² in total for the closed shells, 2.5 Å² altogether. Real atoms are larger: Hartree–Fock gives about 4 Å² for carbon and 9 Å² for silicon. Then \(X_{\rm dia}=4\chi_{\rm dia}=-\tfrac23\sum\langle r^2\rangle\) in atomic units, which is \(-0.22\) eV⁻¹. The total is \(X=76.23\) eV⁻¹.

For a gas of number density \(n\), the dimensionless SI susceptibility is \(nv\), with \(v=\mu_0\chi\) a volume per atom. This assumes \(n|v|\ll1\), so that the field of the other atoms is negligible. In atomic units \(\mu_0=4\pi\alpha^2\), hence \(v=4\pi\alpha^2\chi=\pi\alpha^2X\). The factor multiplying \(X\) is \(\mu_0\mu_B^2=6.746\times10^{-4}\) Å³ eV, and

\[
v=6.746\times10^{-4}\times76.23\simeq0.0514\ \text{Å}^3,
\]

or \(3.10\times10^{-8}\) m³/mol.

**Q.** Neither limit applies there, since \(kT\) is close to \(\lambda\). What happens on cooling?

**A.** For \(kT\ll\lambda\) keep the leading terms in \(e^{-x}\) after dividing by \(e^{2x}\):

\[
\lambda X_{\rm para}\simeq\frac{\tfrac43+(\tfrac92x-\tfrac12)e^{-x}}{1+3e^{-x}}\simeq\tfrac43+\tfrac92(x-1)e^{-x}.
\]

The limit is the constant \(X_{\rm para}=4/(3\lambda)\). The \(J=0\) ground state has no moment, but the field mixes \(J=1\) into it. With the diamagnetic part, \(v\to0.0448\) Å³.

The correction is positive for \(x>1\), so on warming from the cold limit \(v\) first rises, as atoms reach the \(J=1\) states with their permanent moments. The computed values are 0.0449, 0.0527, 0.0615 and 0.0514 Å³ at \(kT=0.002\), 0.005, 0.010 and 0.025 eV, so \(v\) passes through a maximum.

**Q.** And on heating, does the Curie constant come from the \(g_J\) values?

**A.** At \(kT\gg\lambda\) all nine states count as low, and the off-diagonal elements join the Curie term. Expanding the numerator in \(x\), the coefficients are

\[
\begin{aligned}
x^0:&\quad\tfrac43-\tfrac12-\tfrac56=0,\\
x^1:&\quad\tfrac83+\big(\tfrac92-\tfrac12\big)+\big(\tfrac{45}2+\tfrac56\big)=30,\\
x^2:&\quad\tfrac83+\big(\tfrac92-\tfrac14\big)-\big(\tfrac{45}2+\tfrac5{12}\big)=-16 .
\end{aligned}
\]

The denominator is \(9+(2+3-5)x+O(x^2)=9+O(x^2)\). Therefore

\[
X_{\rm para}=\frac{10}{3kT}-\frac{16\lambda}{9(kT)^2}+O\!\big(\lambda^2/(kT)^3\big).
\]

The constant is \(\tfrac{10}3=\tfrac13[L(L+1)+4S(S+1)]\), as if \(\mathbf L\) and \(\mathbf S\) responded independently.

At \(kT=0.1\) eV the leading Curie term gives 0.0225 Å³ against a total of 0.0198 Å³. At 0.5 eV the values are 0.00450 and 0.00425 Å³. Of that last difference, about 0.00010 Å³ is the \(1/T^2\) term and 0.00015 Å³ is diamagnetism. These temperatures show the limit of the model. A real atom would leave it once other terms became populated (\(kT=0.5\) eV is 5800 K). It also departs from pure LS coupling at any temperature, because spin–orbit coupling mixes \(^3P\) with \(^1S\) and \(^1D\). With a one-electron constant \(\zeta=2\lambda\) and these terms placed 1.91 and 0.78 eV above the centre of \(^3P\), the \(J=0\) to \(J=1\) gap grows from 0.0200 to 0.0216 eV and the cold limit of \(v\) falls from 0.0448 to 0.0414 Å³.

**Q.** Can both kinds of paramagnetism be present in one cold atom?

**A.** Reverse the sign of \(\lambda\), as in a p⁴ atom, so that \(J=2\) is lowest. I keep the same \(\sum_i\langle r_i^2\rangle\). For \(kT\ll|\lambda|\) the \(e^{-x}\) terms dominate, and

\[
X_{\rm para}\to\frac15\Big(\frac{45}{2kT}-\frac5{6\lambda}\Big)=\frac{9}{2kT}+\frac1{6|\lambda|}.
\]

At \(\lambda=-0.02\) eV and \(kT=0.0008\) eV the Curie part of \(v\) is 3.7945 Å³ and the constant part is 0.0056 Å³. With the diamagnetic \(-0.0001\) Å³ the total is 3.8000 Å³. The last digits hold only within the model, which sets \(g_s=2\), assumes pure LS coupling and neglects the field dependence of the spin–orbit operator. The more accurate \(g_s=2.0023\) would raise the total by about 0.006 Å³, as much as the constant part contributes. Spin–orbit mixing with a \(^1D\) term 0.8 to 1.1 eV higher would lower it by 0.003 to 0.002 Å³. This \(kT\) corresponds to 9 K, where a gas of free open-shell atoms is not in equilibrium, so the numbers describe isolated atoms only.

**Q.** Which laboratory fields count as weak for the example at \(kT=0.025\) eV?

**A.** By time reversal \(M\) is odd in \(B\), so the first correction relative to the linear moment is quadratic in the field. At \(\mu_BB=0.0025\) eV, which is 43 T, full diagonalization gives a moment 0.20% below the linear one. At \(\mu_BB=kT\), about 430 T, it is 14% below, and a zero-field susceptibility no longer describes the response.

**Q.** What protects all this from a common error in the perturbation theory?

**A.** The numerical check differentiates the free energy obtained from full diagonalization in the field, without using \(E^1\) or \(E^2\). It agrees with Van Vleck's formula for the \(^3P\) term with either sign of \(\lambda\). It also agrees with the general formula, mean-moment term included, for a random Hamiltonian with degenerate levels.

## Table of computed values

```
spin-orbit constant lam = 0.020 eV
kT of the main example = 0.025 eV
<r^2> per p electron = 1.00 angstrom^2
sum of <r^2>, closed shells = 0.50 angstrom^2
sum of <r^2>, all electrons = 2.50 angstrom^2
volume factor mu0*muB^2 = 6.74582e-04 angstrom^3 eV
Levels; E1 and E2 are coefficients of b and b^2, b = muB*B
J=0: energy = -0.040 eV
J=0: population of level = 0.35694
J=0: mean E1^2 = 0.0000 (no unit)
J=0: mean paramagnetic E2 = -33.3333 1/eV
J=1: energy = -0.020 eV
J=1: population of level = 0.48115
J=1: mean E1^2 = 1.5000 (no unit)
J=1: mean paramagnetic E2 = 4.1667 1/eV
J=2: energy = 0.020 eV
J=2: population of level = 0.16191
J=2: mean E1^2 = 4.5000 (no unit)
J=2: mean paramagnetic E2 = 4.1667 1/eV
squared coupling J=0 to 1 = 0.66667 (no unit)
squared coupling J=1 to 2 = 0.83333 (no unit)
Main example, contributions to X and v
X first-order part = 58.0121 1/eV
X second-order part = 18.4373 1/eV
X diamagnetic part = -0.2187 1/eV
X total = 76.2307 1/eV
X total from free energy = 76.2307 1/eV
v diamagnetic = -1.4755e-04 angstrom^3
v total = 0.051424 angstrom^3
v total, molar = 3.0968e-08 m^3/mol
Scan: total v, and leading Curie law 10/(3 kT) as volume
kT=0.002 eV: v = 0.044887, Curie = 1.124303 angstrom^3
kT=0.005 eV: v = 0.052746, Curie = 0.449721 angstrom^3
kT=0.010 eV: v = 0.061517, Curie = 0.224861 angstrom^3
kT=0.025 eV: v = 0.051424, Curie = 0.089944 angstrom^3
kT=0.100 eV: v = 0.019834, Curie = 0.022486 angstrom^3
kT=0.500 eV: v = 0.004253, Curie = 0.004497 angstrom^3
cold limit of v, lam>0 = 0.044825 angstrom^3
Inverted multiplet, lam = -0.020 eV, kT = 0.0008 eV
v total = 3.799996 angstrom^3
v Curie part, J=2 = 3.794522 angstrom^3
v constant part = 0.005622 angstrom^3
Exact moment relative to linear response, main example
muB*B = 0.0025 eV: deviation = -0.2006 percent
muB*B = 0.0250 eV: deviation = -14.3575 percent
field for muB*B = 0.0025 eV: 43.19 T
```
